**Stripe width of a ferroelectric film with and without a substrate**

The program tests the width $w=\sqrt{gd/(CS)}$, with $C=7\zeta(3)P^2/(2\pi^3\varepsilon_0)$ and $S=1/(e_f+e_1)+1/(e_f+e_2)$. Here $g$ is the wall energy per area, $d$ the film thickness, $P$ the frozen polarization, $e_f$ the film's effective permittivity, and $e_1$, $e_2$ the permittivities above and below. A two-dimensional finite-difference solution of Gauss's law is asserted to agree with the analytic field energies, width ratio, surface field and peak potential. Direct minimization of the finite-thickness energy is asserted to reproduce both widths, the same ratio for a second set of $P$, $g$ and $d$, and the limit $\sqrt2$ for a very large substrate permittivity. The output shows widths of about 4.2 nm for the free film and 5.3 nm on the substrate, a widening of about 26 percent. It also sizes neglected effects: the film's surface field is about 5 times the double-well coercive field, and a rough estimate of substrate saturation lowers the widening to about 14 percent.

## Numerical check

```python
"""Equilibrium 180-degree stripe width of a thick ferroelectric film.

Result under test: with frozen polarization +-P normal to the film and linear
dielectrics, the stripe width is w = sqrt(g*d/(C*S)), where
  C = 7*zeta(3)*P^2/(2*pi^3*eps0),  S = 1/(ef+e1) + 1/(ef+e2),
  g = wall energy per area, d = film thickness, ef = sqrt(ex*ez),
  ex, ez = film permittivities in plane and along P,
  e1, e2 = permittivities above and below the film.
For ef = 100, changing e2 from 1 to 300 (e1 = 1) widens stripes by about 26 %.
Internal units are SI; printed units are given with each number.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import spsolve
from scipy.special import zeta

eps0 = constants.epsilon_0
charge = constants.e
nm = 1e-9
MV_cm = 1e8

# Rough typical inputs: lead titanate film, strontium titanate substrate
P = 0.70
g = 0.130
d = 20 * nm
ex, ez = 125.0, 80.0
ef = np.sqrt(ex * ez)
e_vac, e_sub = 1.0, 300.0
wall_delta = 0.4 * nm       # half-width parameter of a tanh wall
band_gap = 3.4              # eV
beta_sub = 8e9              # J m^5/C^4, in E = D/(eps0*eps) + beta*D^3
curie_T0 = 35.0             # K, substrate Curie-Weiss temperature

odd = np.arange(1, 4002, 2)


def surface_sum(e1, e2, film=ef):
    return 1 / (film + e1) + 1 / (film + e2)


def thick_width(e1, e2):
    C = 7 * zeta(3) * P**2 / (2 * np.pi**3 * eps0)
    return np.sqrt(g * d / (C * surface_sum(e1, e2)))


def widening(sub, film=ef):
    return np.sqrt(surface_sum(1, 1, film) / surface_sum(1, sub, film))


def wall_factor(u):
    """u/sinh(u), written without overflow."""
    return 2 * u * np.exp(-u) / (-np.expm1(-2 * u))


def field_energy(w, thick, pol, e1, e2, delta=0.0):
    """Energy per area with both surfaces coupled through a finite film."""
    k = odd * np.pi / w
    x = k * thick * np.sqrt(ex / ez)
    coth = 1 / np.tanh(x)
    csch = 2 * np.exp(-x) / (-np.expm1(-2 * x))
    a, b, c = e1 + ef * coth, e2 + ef * coth, ef * csch
    drop = (a + b - 2 * c) / (a * b - c**2) / (eps0 * k)
    amp = 4 * pol / (np.pi * odd)
    if delta > 0:
        amp = amp * wall_factor(np.pi * k * delta / 2)
    return np.sum(amp**2 * drop) / 4


def minimum_width(e1, e2, thick=d, wall=g, pol=P, delta=0.0):
    def total(w_nm):
        w = w_nm * nm
        return wall * thick / w + field_energy(w, thick, pol, e1, e2, delta)
    t = thick / nm
    res = minimize_scalar(total, bounds=(0.02 * t, 0.7 * t),
                          method="bounded", options={"xatol": 1e-8})
    assert res.success
    return res.x * nm


def grid_solution(e1, e2, m=80):
    """Gauss's law on a grid, with w = P = eps0 = 1 and thickness 4.

    Half a stripe is solved: zero potential at its wall, even at its centre.
    Returns energy per area, film-side normal field and potential at centre.
    """
    h, nx = 1 / m, m // 2
    pad, film_cells = 3 * m, 4 * m
    nz = 2 * pad + film_cells + 1
    bottom, top = pad, pad + film_cells
    bond_z = np.full(nz + 1, float(e2))
    bond_z[bottom + 1:top + 1] = ez
    bond_z[top + 1:] = e1
    bond_x = np.full(nz + 1, float(e2))
    bond_x[bottom + 1:top + 1] = ex
    bond_x[top + 1:] = e1
    node_x = (bond_x[:-1] + bond_x[1:]) / 2
    Kz = sparse.diags([-bond_z[1:-1], bond_z[:-1] + bond_z[1:],
                       -bond_z[1:-1]], [-1, 0, 1])
    diag_x = np.full(nx, 2.0)
    diag_x[0], diag_x[-1] = 3.0, 1.0
    Lx = sparse.diags([-np.ones(nx - 1), diag_x, -np.ones(nx - 1)],
                      [-1, 0, 1])
    A = sparse.kron(Kz, sparse.eye(nx)) + sparse.kron(sparse.diags(node_x), Lx)
    source = np.zeros((nz, nx))
    source[top], source[bottom] = h, -h
    phi = spsolve(A.tocsc(), source.ravel()).reshape(nz, nx)
    energy = (phi[top].mean() - phi[bottom].mean()) / 2
    c = phi[:, -1]
    field = (3 * c[top] - 4 * c[top - 1] + c[top - 2]) / (2 * h)
    return energy, field, c[top]


# Grid solution against the analytic surface energy, field and potential
catalan = quad(lambda t: np.arctan(t) / t if t else 1.0, 0, 1)[0]
U_free, field_grid, peak_grid = grid_solution(e_vac, e_vac)
U_sub, _, _ = grid_solution(e_vac, e_sub)
prefactor = 7 * zeta(3) / (2 * np.pi**3)
assert abs(U_free / (prefactor * surface_sum(1, 1)) - 1) < 3e-3
assert abs(U_sub / (prefactor * surface_sum(1, e_sub)) - 1) < 3e-3
ratio_grid = np.sqrt(U_free / U_sub)
ratio = widening(e_sub)
assert abs(ratio_grid / ratio - 1) < 2e-3
assert abs(ratio - 1.26) < 0.005
assert abs(field_grid / (np.sqrt(ex / ez) / (ef + 1)) - 1) < 0.01
assert abs(peak_grid / (4 * catalan / (np.pi**2 * (ef + 1))) - 1) < 0.01

# Direct minimization at finite thickness against the thick-film law
w_free, w_sub = thick_width(1, 1), thick_width(1, e_sub)
w_free_num, w_sub_num = minimum_width(1, 1), minimum_width(1, e_sub)
assert abs(w_free_num / w_free - 1) < 1e-4
assert abs(w_sub_num / w_sub - 1) < 1e-4
other = dict(thick=50 * nm, wall=0.05, pol=0.3)
ratio_other = minimum_width(1, e_sub, **other) / minimum_width(1, 1, **other)
assert abs(ratio_other / ratio - 1) < 1e-4
ratio_limit = minimum_width(1, 1e9) / w_free_num
assert abs(ratio_limit / np.sqrt(2) - 1) < 1e-3
ratio_both = minimum_width(e_sub, e_sub) / w_free_num
assert abs(ratio_both / np.sqrt((ef + e_sub) / (ef + 1)) - 1) < 1e-3
wall_part = g * d / w_sub_num
field_part = field_energy(w_sub_num, d, P, 1, e_sub)
assert abs(wall_part / field_part - 1) < 1e-3

# Finite wall width: check the smoothing factor, then minimize again
u_test = 1.3
smooth = quad(lambda s: np.cos(2 * u_test * s / np.pi) / np.cosh(s)**2 / 2,
              -20, 20)[0]
assert abs(smooth - wall_factor(u_test)) < 1e-7
w_free_soft = minimum_width(1, 1, delta=wall_delta)
w_sub_soft = minimum_width(1, e_sub, delta=wall_delta)

# Film field against the limit of a double well with the same P and ez
film_field = np.sqrt(ex / ez) * P / (eps0 * (ef + 1))
coercive = P / (3 * np.sqrt(3) * eps0 * (ez - 1))
a_landau = -1 / (2 * eps0 * (ez - 1))
p_grid = np.linspace(0, P, 20001)
well_force = np.abs(a_landau * p_grid * (1 - (p_grid / P)**2))
assert abs(well_force.max() / coercive - 1) < 1e-6

# Substrate saturation: local secant permittivity, rough estimate
def saturation_residual(es):
    D = P * es / (ef + es)
    return 1 / (eps0 * es) - 1 / (eps0 * e_sub) - beta_sub * D**2


e_saturated = brentq(saturation_residual, 1, e_sub)
sub_field_linear = P / (eps0 * (ef + e_sub))
e_400K = e_sub * (300 - curie_T0) / (400 - curie_T0)
peak_free = 4 * catalan * P * w_free / (np.pi**2 * eps0 * (ef + 1))
peak_sub = 4 * catalan * P * w_sub / (np.pi**2 * eps0 * (ef + 1))
overlap = np.exp(-np.pi * d * np.sqrt(ex / ez) / w_sub)


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("polarization P", P * 100, "uC/cm2", ".0f")
show("wall energy g", g * 1000, "mJ/m2", ".0f")
show("film thickness d", d / nm, "nm", ".0f")
show("film permittivity in plane ex", ex, "", ".0f")
show("film permittivity along P ez", ez, "", ".0f")
show("effective film permittivity ef", ef, "", ".1f")
show("substrate permittivity", e_sub, "", ".0f")
show("S, vacuum both sides", surface_sum(1, 1), "", ".6f")
show("S, substrate below", surface_sum(1, e_sub), "", ".6f")
show("number 7 zeta(3)/(2 pi^3)", prefactor, "", ".5f")
show("stripe width, free film", w_free / nm, "nm")
show("stripe width, on substrate", w_sub / nm, "nm")
show("width ratio, formula", ratio, "", ".4f")
show("widening, formula", 100 * (ratio - 1), "percent", ".2f")
show("width ratio, grid solution", ratio_grid, "", ".4f")
show("width ratio, direct minimization", w_sub_num / w_free_num, "", ".4f")
show("width ratio, other P, g and d", ratio_other, "", ".4f")
show("width ratio, substrate permittivity 1e9", ratio_limit, "", ".4f")
show("width ratio, substrate both sides", ratio_both, "", ".4f")
show("wall energy per film area, on substrate", wall_part * 1000, "mJ/m2", ".1f")
show("field energy per film area, on substrate", field_part * 1000, "mJ/m2", ".1f")
show("surface overlap factor, on substrate", overlap, "", ".1e")
show("relative width shift from finite d", w_sub_num / w_sub - 1, "", ".1e")
show("wall parameter delta", wall_delta / nm, "nm", ".1f")
show("soft-wall width, free film", w_free_soft / nm, "nm")
show("soft-wall width, on substrate", w_sub_soft / nm, "nm")
show("soft-wall widening", 100 * (w_sub_soft / w_free_soft - 1), "percent", ".1f")
show("film field at vacuum surface", film_field / MV_cm, "MV/cm", ".2f")
show("double-well coercive field", coercive / MV_cm, "MV/cm", ".2f")
show("film field / coercive field", film_field / coercive, "", ".2f")
show("widening if ef = 50", 100 * (widening(e_sub, 50) - 1), "percent", ".1f")
show("widening if ef = 200", 100 * (widening(e_sub, 200) - 1), "percent", ".1f")
show("normal field in linear substrate", sub_field_linear / MV_cm, "MV/cm", ".2f")
show("substrate quartic coefficient", beta_sub, "J m^5/C^4", ".0e")
show("saturated substrate permittivity", e_saturated, "", ".0f")
show("widening with saturation", 100 * (widening(e_saturated) - 1), "percent", ".1f")
show("substrate Curie-Weiss temperature", curie_T0, "K", ".0f")
show("substrate permittivity at 400 K", e_400K, "", ".0f")
show("widening at 400 K", 100 * (widening(e_400K) - 1), "percent", ".1f")
show("peak-to-peak surface potential, free film", 2 * peak_free, "V", ".2f")
show("peak-to-peak top potential, on substrate", 2 * peak_sub, "V", ".2f")
show("film band gap", band_gap, "eV", ".1f")
show("top potential swing / band gap", 2 * peak_sub / band_gap, "", ".2f")
show("screening charge density P/e", P / charge / 1e4, "cm^-2", ".2e")
print("tests ok")
```

Running it gives:

```
polarization P: 70 uC/cm2
wall energy g: 130 mJ/m2
film thickness d: 20 nm
film permittivity in plane ex: 125
film permittivity along P ez: 80
effective film permittivity ef: 100.0
substrate permittivity: 300
S, vacuum both sides: 0.019802
S, substrate below: 0.012401
number 7 zeta(3)/(2 pi^3): 0.13569
stripe width, free film: 4.182 nm
stripe width, on substrate: 5.284 nm
width ratio, formula: 1.2636
widening, formula: 26.36 percent
width ratio, grid solution: 1.2636
width ratio, direct minimization: 1.2637
width ratio, other P, g and d: 1.2636
width ratio, substrate permittivity 1e9: 1.4142
width ratio, substrate both sides: 1.9905
wall energy per film area, on substrate: 492.1 mJ/m2
field energy per film area, on substrate: 492.1 mJ/m2
surface overlap factor, on substrate: 3.5e-07
relative width shift from finite d: 2.1e-06
wall parameter delta: 0.4 nm
soft-wall width, free film: 4.056 nm
soft-wall width, on substrate: 5.170 nm
soft-wall widening: 27.5 percent
film field at vacuum surface: 9.78 MV/cm
double-well coercive field: 1.93 MV/cm
film field / coercive field: 5.08
widening if ef = 50: 32.1 percent
widening if ef = 200: 19.4 percent
normal field in linear substrate: 1.98 MV/cm
substrate quartic coefficient: 8e+09 J m^5/C^4
saturated substrate permittivity: 90
widening with saturation: 14.3 percent
substrate Curie-Weiss temperature: 35 K
substrate permittivity at 400 K: 218
widening at 400 K: 23.2 percent
peak-to-peak surface potential, free film: 2.43 V
peak-to-peak top potential, on substrate: 3.07 V
film band gap: 3.4 eV
top potential swing / band gap: 0.90
screening charge density P/e: 4.37e+14 cm^-2
tests ok
```
